# The E⊗e Jahn–Teller Hat, Its Warping and Half-Integer Pseudorotation, part 2

A triangular molecule has a doubly degenerate electronic state coupled to one doubly degenerate vibration, $Q=Q_x+iQ_y=\rho e^{i\phi}$. We seek its levels, in Hartree atomic units ($\hbar=1$). $M$ is the mass of one atom, $K$ the force constant, and $F\neq0$ and $G$ the real linear and quadratic couplings, with $2|G|<K$. The Hamiltonian is $(P_x^2+P_y^2)/2M+K\rho^2/2+w|-\rangle\langle+|+w^*|+\rangle\langle-|$, where

$$w=FQ+GQ^{*2}=F\rho e^{i\phi}+G\rho^2e^{-2i\phi}. \tag{6}$$

Here $|\pm\rangle=(|1\rangle\pm i|2\rangle)/\sqrt2$, with $|1\rangle$ even and $|2\rangle$ odd under the mirror $\phi\to-\phi$. The two energy sheets are

$$E_\pm=\frac{K\rho^2}{2}\pm\rho S,\qquad S=\sqrt{F^2+G^2\rho^2+2FG\rho\cos3\phi}. \tag{8}$$

With a cubic elastic constant $C$, zero in the theorem, their mean is

$$\bar E=\frac{K\rho^2}{2}+C\rho^3\cos3\phi+\dots \tag{7}$$

For $G=0$ the lower sheet has a circular trough of radius $\rho_0=|F|/K$. By part (b), $G\neq0$ warps it into three minima at $\cos3\phi={\rm sgn}(FG)$ and three saddles at the opposite sign, with depths below the central cone and barrier

$$E_{\min}=\frac{F^2}{2(K-2|G|)},\qquad E_{\rm sad}=\frac{F^2}{2(K+2|G|)},\qquad \Delta=\frac{2F^2|G|}{K^2-4G^2}. \tag{2}$$

At a minimum, with $f=|F|$ and $\gamma=|G|$, the force constant along the trough is $K_\phi$:

$$S=f+\frac{\gamma f}{K-2\gamma}=f\,\frac{K-\gamma}{K-2\gamma},\qquad K_\phi=\frac{9\gamma(K-2\gamma)}{K-\gamma}>0. \tag{10}$$

With $w=|w|e^{i\chi}$, the real lower electronic state is

$$|\chi\rangle=-\sin\frac\chi2\,|1\rangle+\cos\frac\chi2\,|2\rangle. \tag{11}$$

It changes sign on a loop around the central cone alone. Three outer cones lie beyond the saddles, at $\rho=f/\gamma$; a loop around all four cones brings no sign change.

Still to be proved are two claims. Part (c): for $G=0$ a half-integer $j$ is conserved, and in a deep hat the low levels are, to leading order,

$$E_{v,j}=-\frac{F^2}{2K}+\omega\Big(v+\frac12\Big)+\frac{j^2}{2M\rho_0^2},\qquad \omega=\sqrt{K/M},\quad v=0,1,\dots \tag{3}$$

Part (d): for $G\ne0$ the coupling mixes $j$ with $j\pm3$; levels containing $j=\pm\frac12$ stay doubly degenerate, and the pair $j=\pm\frac32$ splits. We use $D=F^2/(2K\omega)$ and $g=|G|/K$.

### Lemma 4: the conserved angular momentum

Let $L=-i\partial/\partial\phi$, with integer eigenvalues $l$, and define

$$J=L+\tfrac12\big(|+\rangle\langle+|-|-\rangle\langle-|\big).$$

The linear coupling $F\rho e^{i\phi}|-\rangle\langle+|$ raises $l$ by one and lowers the electronic part from $+\frac12$ to $-\frac12$. It leaves $J$ unchanged, as do its conjugate and the oscillator energy. For $G=0$ the eigenvalue $j=l\pm\frac12$ is therefore conserved at any coupling strength, and it is half-integer. The mirror sends $\phi\to-\phi$ and exchanges $|+\rangle$ with $|-\rangle$. It reverses $J$, so the levels $j$ and $-j$ coincide.

The quadratic coupling $G\rho^2e^{-2i\phi}|-\rangle\langle+|$ lowers $l$ by two and the electronic part by one, so it lowers $j$ by 3. Its conjugate raises $j$ by 3. $\square$

### Lemma 5: the radial equations

For $G=0$, insert a state of given $j$,

$$\Psi=e^{i(j-\frac12)\phi}\frac{p(\rho)}{\sqrt\rho}|+\rangle+e^{i(j+\frac12)\phi}\frac{q(\rho)}{\sqrt\rho}|-\rangle.$$

In plane polar coordinates,

$$\Big(\frac{d^2}{d\rho^2}+\frac1\rho\frac{d}{d\rho}\Big)\frac{p}{\sqrt\rho}=\frac1{\sqrt\rho}\Big(p''+\frac{p}{4\rho^2}\Big).$$

The centrifugal numerators are therefore $(j\mp\frac12)^2-\frac14=j^2\mp j$, and the Schrödinger equation becomes

$$-\frac{p''}{2M}+\Big(\frac{j^2-j}{2M\rho^2}+\frac{K\rho^2}{2}\Big)p+F\rho\,q=Ep,$$

$$-\frac{q''}{2M}+\Big(\frac{j^2+j}{2M\rho^2}+\frac{K\rho^2}{2}\Big)q+F\rho\,p=Eq.$$

Let $s={\rm sgn}F$ and define $u=(p-sq)/\sqrt2$ and $\bar u=(p+sq)/\sqrt2$. Subtract $s$ times the second equation from the first. The coupling terms combine as $F\rho(q-sp)=-|F|\rho(p-sq)$, and the terms linear in $j$ as $-j(p+sq)$. Adding instead of subtracting gives the companion equation. The result is

$$\Big[-\frac{1}{2M}\frac{d^2}{d\rho^2}+\frac{j^2}{2M\rho^2}+\frac{K\rho^2}{2}-|F|\rho\Big]u-\frac{j}{2M\rho^2}\bar u=Eu,$$

$$\Big[-\frac{1}{2M}\frac{d^2}{d\rho^2}+\frac{j^2}{2M\rho^2}+\frac{K\rho^2}{2}+|F|\rho\Big]\bar u-\frac{j}{2M\rho^2}u=E\bar u. \tag{12}$$

No approximation has been made for the linear model. The function $u$ moves on the lower sheet and $\bar u$ on the upper one.

The plain $j^2$ has a simple origin. Removing $\sqrt\rho$ in two dimensions gives the energy $-1/(8M\rho^2)$. The electronic state (11) turns by half the angle $\phi$, so the squared length of its derivative is $\frac14$, and it contributes $+1/(8M\rho^2)$. The two terms cancel. $\square$

### Proof of part (c)

Measure energy in $\omega$ and length in $1/\sqrt{M\omega}$, and let $x$ be the scaled radius. The linear coupling becomes $kx$ with $k=|F|/(\omega\sqrt{M\omega})$. Since $K=M\omega^2$, $\frac12k^2=F^2/(2K\omega)=D$. The trough lies at $x_0=k=\sqrt{2D}$. With $\delta=x-x_0$, the lower sheet with its centrifugal term is

$$\frac{x^2}{2}-x_0x+\frac{j^2}{2x^2}=-D+\frac{\delta^2}{2}+\frac{j^2}{2x_0^2}\Big(1-\frac{2\delta}{x_0}+\frac{3\delta^2}{x_0^2}-\dots\Big). \tag{13}$$

The first two terms give $-D+v+\frac12$. The third gives $j^2/(2x_0^2)=j^2/4D$. In ordinary units this is $j^2/(2M\rho_0^2)$, and (3) follows.

The neglected terms fix the range of validity. Each is estimated here to leading order in $1/D$ only. In the oscillator state $v$ the mean of $\delta^2$ is $v+\frac12$, so the rotational energy is raised by the relative amount $3(v+\frac12)/x_0^2$. For $v=0$ this is $3/(4D)$. The term linear in $\delta$ shifts the oscillator and lowers the energy by $\frac12(j^2/x_0^3)^2$, which relative to the rotational energy is $j^2/(4D^2)$. The upper sheet lies about $4D$ higher and is coupled by $j/(2x_0^2)=j/4D$. It lowers the energy by about $(j/4D)^2/(4D)$, which is $1/(16D^2)$ of the rotational energy. The law therefore requires $D\gg1$, $v+\frac12\ll D$ and $|j|\ll2D$. In a shallow hat $j$ is still conserved, but the levels no longer follow $j^2$. $\square$

Diagonalising the linear Hamiltonian in two-dimensional oscillator states with up to 120 quanta shows how the law is approached. The spacing between $j=\frac12$ and $j=\frac32$ exceeds the $j^2$ value by 3.80% for $D=20$ and by 1.89% for $D=40$. The estimate $3/(4D)$ gives 3.75% and 1.88%. The ratio $(E_{5/2}-E_{1/2})/(E_{3/2}-E_{1/2})$ is 2.998 for $D=40$. Half-integers require $(25-1)/(9-1)=3$, whereas the integers $0,1,2$ would give 4.

### Proof of part (d) and the size of the splitting

By Lemma 4 the quadratic coupling connects values of $j$ that differ by multiples of 3. There are three separate families:

$$\{\dots,-\tfrac52,\tfrac12,\tfrac72,\dots\},\qquad\{\dots,-\tfrac72,-\tfrac12,\tfrac52,\dots\},\qquad\{\dots,-\tfrac32,\tfrac32,\dots\}.$$

The mirror exchanges the first two families, so every level in them occurs twice. These are the E levels. The third family is mapped onto itself. Its levels have no such partner, and they are called A levels. The states $j=\pm\frac32$ differ by 3 and are mixed directly. $\square$

For weak warping the splitting follows from first-order perturbation theory. On the lower sheet $\bar u=0$, and the electronic factor that accompanies $e^{ij\phi}u$ is $(e^{-i\phi/2}|+\rangle-s\,e^{i\phi/2}|-\rangle)/\sqrt2$. The mean of the quadratic coupling in this state is

$$-\frac{s}{2}G\rho^2\big(e^{-3i\phi}+e^{3i\phi}\big)=-sG\rho^2\cos3\phi.$$

Its amplitude at the trough is $|G|\rho_0^2=\Delta/2$ to lowest order in $G$. Motion along the trough is then that of a hindered rotor,

$$H_{\rm rot}=B\Big(-i\frac{\partial}{\partial\phi}\Big)^2-sG\rho_0^2\cos3\phi,\qquad B=\frac1{2M\rho_0^2}, \tag{14}$$

acting on functions that change sign when $\phi$ grows by $2\pi$. The cosine couples $j$ to $j\pm3$ with an element of magnitude $\Delta/4$. The states $\pm\frac32$ split into two levels at $\pm\Delta/4$, separated by $\Delta/2$. For $D=10$ and $g=0.0005$, $\Delta/2=0.0100\,\omega$, and diagonalisation of the vibronic Hamiltonian gives $0.0104\,\omega$. Most of the difference comes from the mean of $x^2$. It exceeds $x_0^2$ by $\frac12$ from the zero-point motion and by $2j^2/x_0^2$ from the centrifugal shift. With $x_0^2=20$ and $j^2=\frac94$ the relative excess is $(0.5+0.225)/20=3.6\%$.

### Strong warping: a tunnelling triplet

If $\Delta\gg B$, the low states are localised in the three minima and joined by tunnelling. Let $c_n$ be the amplitude in minimum $n$, and let $-t$ with $t>0$ be the amplitude for passage to a neighbour. This sign holds for the lowest localised state, which has no node. The amplitudes satisfy

$$-t(c_{n-1}+c_{n+1})=E\,c_n,\qquad c_{n+3}=-c_n.$$

The second condition is the sign change on a full loop. With $c_n=e^{i\kappa n}$ the energies are $-2t\cos\kappa$, where $e^{3i\kappa}=-1$. The solutions are $\kappa=\pm\pi/3$ with energy $-t$, and $\kappa=\pi$ with energy $+2t$. The degenerate E pair lies below the A level by $3t$. Without the sign change, $e^{3i\kappa}=1$ would give one level at $-2t$ and a pair at $+t$, so A would be lowest.

The first excited localised state along the trough has a node at its own minimum. The product of the tails of neighbouring states then has the opposite sign, and $-t$ is replaced by a positive amplitude $t'$. The energies $2t'\cos\kappa$ put A below E in that triplet.

This ordering rests on tunnelling paths that stay inside the three outer cones. Paths that enclose all four cones bring no sign change and favour the opposite order, so the argument does not establish E as the ground level for arbitrarily strong quadratic coupling. No case of the reversed order is computed here. For $D=5$ and $g=0.1$, diagonalisation puts A above E by $0.0007\,\omega$.

### Na₃: the computed surface

The example treats the three valence electrons of Na$_3$ by full configuration interaction in the LANL2DZ basis with its effective core potential. Within that basis the correlation of these electrons is complete. The calculation leaves out core polarisation and $d$ functions, and the breathing coordinate is held at its value for the equilateral triangle. The results describe this model and are not predictions of experimental accuracy. Only this one small basis was used, so the digits quoted below belong to it and their convergence with the basis is not established.

The lowest equilateral triangle has a side of 6.92 bohr. Mirror-even and mirror-odd energies were computed along $Q_x=q$, where $q>0$ narrows the apex angle of the isosceles triangle below $60^\circ$ and $q<0$ widens it above $60^\circ$. These shapes are called acute and obtuse below, and the names refer to $60^\circ$, not to a right angle. Half the difference of the two sheets is $Fq+Gq^2$ to second order, and their mean is $\frac12Kq^2+Cq^3$ to third order. Values at $q=\pm0.3$ bohr give

$$F=-0.00603\ \tfrac{\rm hartree}{\rm bohr},\quad K=0.00714\ \tfrac{\rm hartree}{\rm bohr^2},\quad G=-0.00028\ \tfrac{\rm hartree}{\rm bohr^2},\quad C=0.00077\ \tfrac{\rm hartree}{\rm bohr^3}.$$

The angular law (8) can be examined at a triangle with three different sides. At $\rho=0.3$ bohr and $\phi=20^\circ$ the computed gap between the sheets corresponds to $\cos3\phi=0.500$, and the geometry requires $\cos60^\circ=0.5$.

Polynomial interpolation of the lower sheet places the best obtuse triangle at $\rho=1.05$ bohr and the best acute one at $\rho=0.71$ bohr. Their depths, recomputed at these radii, are 0.00284 and 0.00231 hartree. The obtuse triangle has a base of 7.98 bohr and two sides of 6.46 bohr, which gives an apex angle of $76^\circ$. At $\phi=90^\circ$ and the intermediate radius 0.88 bohr the depth is 0.00246 hartree, between the other two. This agrees with the obtuse triangles being the minima and the acute ones the saddles. The curvature along the trough was not computed at either shape, so the assignment rests on this one intermediate point and on the $\cos3\phi$ form of the warping.

The quadratic coupling at the cone does not explain this order. Since $FG>0$, part (b) puts the minima at $\cos3\phi=+1$, which means acute triangles. The elastic term in (7) acts against it. To first order in $G$ and $C$, the angular part of the lower sheet is $(-sG\rho^2+C\rho^3)\cos3\phi$. With $s=-1$ and $\rho_0=0.00603/0.00714=0.845$ bohr,

$$E_{\rm acute}-E_{\rm obtuse}\approx-2sG\rho_0^2+2C\rho_0^3=-0.00040+0.00093=0.00053\ \text{hartree}.$$

The directly computed difference is also 0.00053 hartree. Agreement this close is better than a first-order estimate can promise, but the conclusion is clear. In this calculation the cubic elastic energy outweighs the quadratic coupling and makes the obtuse triangle the stable one.

### Na₃: the levels

For the levels, $K$ and $|G|$ are replaced by effective values that reproduce both computed depths at the computed slope $F$. By (2),

$$K-2|G|=\frac{F^2}{2(0.002836)}=0.00640,\qquad K+2|G|=\frac{F^2}{2(0.002305)}=0.00788$$

in hartree/bohr², so $K=0.00714$ and $|G|=0.00037$. The effective $G$ absorbs the elastic term, and its sign is opposite to that of $G$ at the cone. The model then predicts the radii $2\times{\rm depth}/|F|$. They are 0.94 bohr for the minimum, 11% below the computed radius, and 0.77 bohr for the saddle, 8% above it. These deviations indicate the quality of the effective model.

The mass of a sodium atom is 41908 electron masses. This gives $\omega=90.6$ cm⁻¹, $D=6.16$, $g=0.052$ and $B=3.68$ cm⁻¹. The depth of the minimum is 622 cm⁻¹ (0.077 eV), and the barrier is 117 cm⁻¹.

If warping is switched off, the levels $j=\frac32$ and $\frac52$ lie 8.2 and 23.8 cm⁻¹ above $j=\frac12$. The $j^2$ law gives $2B=7.4$ and $6B=22.1$ cm⁻¹. The first spacing is 12% larger than the law, as $3/(4D)=0.12$ leads one to expect.

With warping the picture changes, because the barrier is about 32 times $B$. Diagonalisation with up to 62 quanta gives an E ground level and an A level only 0.22 cm⁻¹ above it. This number belongs to the effective model. A tunnelling splitting depends exponentially on the barrier and the path length, and the model misplaces the radii by about 10%, so for the computed surface it indicates only that the splitting is small. The hindered rotor (14), with the computed barrier as the full height of its cosine, gives 0.20 cm⁻¹ in the same order. The same rotor with integer quantum numbers gives nearly the same splitting with A lowest. The next levels are A at 52.8 and E at 55.4 cm⁻¹, in the reversed order derived for the first excited triplet. Their position is near the harmonic quantum along the trough, which by (10) is $\omega\sqrt{9g(1-2g)/(1-g)}=60$ cm⁻¹.

In this model Na$_3$ is thus not a free pseudorotor at low energy. It rests in three obtuse shapes and tunnels slowly between them. The half-integer condition shows itself in the order of the tunnelling levels, not in a $j^2$ ladder.
